# Choosing the node number in a dislocation model of film cracks

One quadrature node gives a normalized stress intensity of 1.257 for a crack in a film whose substrate has the same elastic constants. Two nodes give 1.066, and 160 give 1.1215. From 80 to 160 nodes the result still moves by $4\times10^{-5}$, yet 12 nodes of the same rule integrate an exponential against a singular kernel with an error near $10^{-14}$. The rule is accurate for smooth functions. In the crack, both the unknown function and the free-surface part of the kernel lose smoothness at the mouth.

## What the setting controls

The number of quadrature points is an accuracy setting of electronic-structure programs, some of which use Gauss–Chebyshev rules for radial integrals. Here the same setting, $N$, is analysed in a continuum problem. It fixes how many dislocation strengths represent a crack. The values of $N$ recommended below belong to this crack problem; what carries over is the method of judging them, which is to ask how smooth the unknown is once the chosen weight is divided out, and how smooth the kernel that multiplies it is.

A film of thickness $h$ is bonded to a semi-infinite substrate. Depth $y$ is measured from the free surface and $x$ runs along the film. The crack is $x=0$, $0<y<a$, with $a<h$. Both materials are isotropic and linear elastic, in plane strain. The uncracked film carries uniform misfit tension $\sigma_{xx}=\sigma$; the substrate is unstressed. GPa and nm are the natural units.

The crack must remove the traction $\sigma$ from its faces. By superposition, the field added by the crack has $\sigma_{xx}=-\sigma$ on $0<y<a$, and misfit enters nowhere else. Let $\delta(y)=u_x(0^+,y)-u_x(0^-,y)$ be the opening. With $\delta(a)=0$,
$$B(y)=-\frac{d\delta}{dy},\qquad \delta(y)=\int_y^a B(\eta)\,d\eta .$$
Thus $B\,d\eta$ is the Burgers content of an edge dislocation at depth $\eta$ that opens the cut above it, $y<\eta$.

## The stress of one dislocation

Write $n=\nu/(1-\nu)$ and $E'=E/(1-\nu^2)$; subscripts 1 and 2 mean film and substrate. Hooke's law in plane strain is $E'\varepsilon_{xx}=\sigma_{xx}-n\sigma_{yy}$ and $E'\,2\varepsilon_{xy}=2(1+n)\sigma_{xy}$. Take the Airy function $\int_0^\infty f(k,y)\cos kx\,dk$. The transforms of $\sigma_{xx},\sigma_{yy},\sigma_{xy}$ are then $f''$, $-k^2f$ and $kf'$, the last with $\sin kx$. With $u_x=\int U\sin kx\,dk$ and $u_y=\int V\cos kx\,dk$, the normal strain gives
$$E'kU=f''+nk^2f .$$
The shear relation $E'(U'-kV)=2(1+n)kf'$ then gives
$$E'k^2V=f'''+nk^2f'-2(1+n)k^2f'=f'''-(2+n)k^2f'.$$

For a dislocation at depth $\eta$ in an infinite film material, let $Y=y-\eta$ and
$$f_0=-\frac{C}{k}Ye^{-k|Y|}.$$
This is biharmonic on each side of $Y=0$, and $f_0,f_0'$ (the tractions) are continuous there. For $Y>0$, $f_0''=C(2-kY)e^{-kY}$, and $f_0''$ is odd in $Y$. Hence $U$ jumps by $4C/(E_1'k)$ across $Y=0$, and $u_x$ by
$$\frac{4C}{E_1'}\int_0^\infty\frac{\sin kx}{k}dk=\frac{2\pi C}{E_1'}\,\mathrm{sgn}\,x .$$
$V$ is even in $Y$ and does not jump. Rigid shifts of the quadrants $Y<0$, by $+2\pi C/E_1'$ for $x>0$ and by the opposite for $x<0$, remove this jump and leave an opening $4\pi C/E_1'$ on $x=0$, $Y<0$. Setting it equal to $b$ gives $C=E_1'b/4\pi$. On $x=0$ the stress is $\int_0^\infty C(2-kY)e^{-kY}dk=C/Y$ for $Y>0$, and by oddness $C/Y$ for $Y<0$ too.

The free surface needs $f=f'=0$ at $y=0$. Add $f_h=(P+Qy)e^{-ky}$. Since $f_0(0)=(C/k)\eta e^{-k\eta}$ and $f_0'(0)=-(C/k)(1-k\eta)e^{-k\eta}$,
$$P=-\frac Ck\eta e^{-k\eta},\qquad Q=kP+\frac Ck(1-k\eta)e^{-k\eta}=\frac Ck(1-2k\eta)e^{-k\eta}.$$
Then $f_h''=(k^2P-2kQ+k^2Qy)e^{-ky}$, or
$$f_h''=C\left[-2+k(3\eta+y)-2k^2\eta y\right]e^{-k(y+\eta)}.$$
Integrating over $k$ with $\int_0^\infty k^me^{-kS}dk=m!/S^{m+1}$, $S=y+\eta$, gives $-2/S+(3\eta+y)/S^2-4\eta y/S^3$. The first two terms combine to $(\eta-y)/S^2$. Per unit $C$, the half-plane stress is
$$K_{\rm half}=\frac1{y-\eta}+\frac{\eta-y}{(y+\eta)^2}-\frac{4\eta y}{(y+\eta)^3}.$$

## Adding a different substrate

Set $z=ky$, $\zeta=k\eta$, $H=kh$ and $f=(C/k^2)\hat f(z)$; primes on hatted functions, and on $p$ and $g$ below, mean $d/dz$. Below the dislocation, $f_0+f_h$ becomes
$$\hat f_{\rm inc}=-(z-\zeta)e^{\zeta-z}+[-\zeta+(1-2\zeta)z]e^{-\zeta-z}.$$
Collecting the constant and the coefficient of $z$,
$$\hat f_{\rm inc}=\left[2\zeta\sinh\zeta-2(\sinh\zeta+\zeta e^{-\zeta})z\right]e^{-z}.$$

The decaying substrate field is $p=[S_1+S_2(z-H)]e^{-(z-H)}$. At $z=H$: $p=S_1$, $p'=S_2-S_1$, $p''=S_1-2S_2$, $p'''=3S_2-S_1$. Eliminating $S_1$ and $S_2=p+p'$,
$$p''=-p-2p',\qquad p'''=2p+3p'.$$
Tractions are continuous, so $p=\hat f$ and $p'=\hat f'$. Let $R=E_1'/E_2'$. Continuity of $u_x$ and $u_y$ requires
$$\hat f''+n_1\hat f=R[-(1-n_2)\hat f-2\hat f'],$$
$$\hat f'''-(2+n_1)\hat f'=R[2\hat f+(1-n_2)\hat f'].$$
With $q=n_1+R(1-n_2)$ these are
$$L_1[\hat f]=\hat f''+2R\hat f'+q\hat f=0,\qquad L_2[\hat f]=\hat f'''-(2+q)\hat f'-2R\hat f=0$$
at $z=H$. The whole mismatch enters through $R$ and $q$.

The film field is $\hat f_{\rm inc}+g$. Of the four biharmonic solutions, the two combinations with $g=g'=0$ at the surface give
$$g=G_1z\sinh z+G_2(z\cosh z-\sinh z).$$
The two linear equations $L_j[g]=-L_j[\hat f_{\rm inc}]$ at $z=H$ fix $G_1,G_2$ for each $k$ and $\eta$. The added stress per unit $C$ is
$$K_c=\int_0^\infty\left[G_1(2\cosh z+z\sinh z)+G_2(\sinh z+z\cosh z)\right]dk .$$
Apart from powers of $k$, the integrand decays as $e^{-k(2h-y-\eta)}$: the wave travels from $\eta$ to the interface and back to $y$. So $K_c$ is smooth on the crack while $a<h$. For equal materials $R=q=1$, and both $e^{-z}$ and $ze^{-z}$ satisfy $L_1=L_2=0$, so $K_c=0$. This cancellation was tested numerically. So was elastic reciprocity, which requires $\partial K_c/\partial\eta$ to be unchanged when $y$ and $\eta$ are exchanged.

## Why these nodes

With $K=K_{\rm half}+K_c$, the face condition is
$$\frac{E_1'}{4\pi}\int_0^aB(\eta)K(y,\eta)\,d\eta=-\sigma .$$
Map $\eta=a(1+s)/2$, $y=a(1+t)/2$ and write
$$B=\frac{4\sigma}{E_1'}w(s)\phi(s),\qquad w=\sqrt{\frac{1+s}{1-s}} .$$
Since $d\eta=(a/2)ds$, the equation becomes $\frac1\pi\int_{-1}^1w\phi\,\frac a2K\,ds=-1$. The leading part of $\frac a2K$ is $1/(t-s)$. The weight carries the inverse-square-root growth of $B$ at the tip $s=1$.

Put $s=\cos\theta$. Then $w\,ds$ becomes $(1+\cos\theta)d\theta$ on $0<\theta<\pi$. Take the $2N+1$ equally spaced angles $\theta_i=(2i-1)\pi/(2N+1)$ on the full circle. Their average is exact for trigonometric polynomials up to degree $2N$. The point $\theta=\pi$ has zero weight and the others occur in equal pairs, so for polynomials $F_p$ of degree up to $2N-1$
$$\frac1\pi\int_{-1}^1wF_p\,ds=\sum_{i=1}^NW_iF_p(s_i),\qquad W_i=\frac{2(1+s_i)}{2N+1},\quad s_i=\cos\theta_i .$$

The singular kernel needs special collocation points. Split
$$\frac{\phi(s)}{t-s}=\frac{\phi(s)-\phi(t)}{t-s}+\frac{\phi(t)}{t-s}.$$
For polynomial $\phi$ of degree up to $2N$ the first term is integrated exactly. In the second, use $1+s=(1+t)-(t-s)$. The principal value of $\int_0^\pi d\vartheta/(\cos\theta-\cos\vartheta)$ is zero, because its antiderivative $\ln|\sin\frac{\vartheta-\theta}2/\sin\frac{\vartheta+\theta}2|/\sin\theta$ vanishes at both ends and its divergences at $\vartheta=\theta$ cancel. Hence $\frac1\pi\int w\,ds/(t-s)=-1$.

The discrete sum equals $-1$ as well if $\sum1/(t-\cos\theta_i)$ over the full circle vanishes. That sum is the logarithmic derivative of $\prod(t-\cos\theta_i)$, which is proportional to $1+\cos[(2N+1)\theta]$ with $t=\cos\theta$. Its derivative is zero, and the function itself is not, at
$$t_k=\cos\frac{2k\pi}{2N+1},\qquad k=1,\dots,N .$$
So the singular integral is treated as if it were regular:
$$\sum_{i=1}^NW_i\,\frac a2K(y_k,\eta_i)\,\phi_i=-1 .$$
There are $N$ equations for $N$ unknowns. No closure condition is added, because an edge crack may be open at its mouth.

For $N=1$ and equal materials, $s=\frac12$, $t=-\frac12$, $W=1$, $\eta=3a/4$, $y=a/4$. The matrix element is
$$-1+\frac a2\left(\frac{1}{2a}-\frac{3}{4a}\right)=-\frac98 ,$$
so $\phi=8/9$.

## Recovering stress intensity and opening

Define $V_n(\cos\theta)=\cos[(n+\frac12)\theta]/\cos(\theta/2)$. Since $1+\cos\theta=2\cos^2(\theta/2)$, these polynomials satisfy $\frac1\pi\int wV_mV_n\,ds=\delta_{mn}$. The interpolating polynomial through the $\phi_i$ is therefore
$$\phi=\sum_{n=0}^{N-1}c_nV_n,\qquad c_n=\sum_iW_i\phi_iV_n(s_i),$$
the sum being exact because the product has degree at most $2N-2$.

At the tip $V_n(1)=1$, so $\phi(1)=\sum c_n$. Let $r=a-y$, so $1-s=2r/a$ and $B\to Ar^{-1/2}$ with $A=(4\sigma/E_1')\phi(1)\sqrt a$. At distance $\rho$ ahead of the tip the singular stress is
$$\frac{E_1'}{4\pi}\int_0^\infty\frac{A\,dr}{\sqrt r(\rho+r)}=\frac{E_1'A}{4\sqrt\rho}.$$
With the stress intensity defined by $K_I=\lim\sigma_{xx}\sqrt{2\pi\rho}$,
$$K_I=\sigma\sqrt{2\pi a}\sum_nc_n,\qquad F=\frac{K_I}{\sigma\sqrt{\pi a}}=\sqrt2\sum_nc_n .$$
The one-node value is $8\sqrt2/9=1.257$, the number at the start.

For the opening, integrate $B$ from $y$ to the tip. The integrand is $2\cos[(n+\frac12)\vartheta]\cos(\vartheta/2)=\cos(n+1)\vartheta+\cos n\vartheta$, so
$$\delta=\frac{2\sigma a}{E_1'}\sum_nc_n\left[\frac{\sin(n+1)\theta}{n+1}+\frac{\sin n\theta}{n}\right],$$
with $\theta$ in place of the second term when $n=0$. At the mouth, $\theta=\pi$ leaves $\delta(0)=2\pi\sigma ac_0/E_1'$. Integration by parts gives the opening area
$$A_c=\int_0^a\delta\,dy=\int_0^a\eta B\,d\eta=\frac{\pi\sigma a^2}{E_1'}\sum_iW_i(1+s_i)\phi_i .$$

Removing the traction $\sigma$ releases the energy $\frac12\sigma A_c$ per unit crack length out of the plane. The energy release rate at the tip is therefore
$$G=\frac{K_I^2}{E_1'}=\frac\sigma2\frac{dA_c}{da}.$$
A long channel of fixed depth $a$ that advances along the film turns uncracked film into fully cracked film behind it. Per unit new area it releases $G_{\rm ch}=\sigma A_c/(2a)$, the depth average of $G$.

## How large N should be

The traction-free right-angled corner at the mouth has no stress singularity; this known property of elastic wedges is taken over here. The slope $B(0)$ is then finite, and in general not zero. But $w$ vanishes there as $\sqrt{1+s}$, so $\phi$ must grow as $(1+s)^{-1/2}$. A polynomial cannot follow this quickly.

The coefficients show the cost. With $H_\phi(\theta)=\phi\cos(\theta/2)$, which stays finite at $\theta=\pi$, the exact coefficients are $\frac2\pi\int_0^\pi H_\phi\cos[(n+\frac12)\theta]d\theta$. One integration by parts gives, for large $n$,
$$c_n\simeq\frac{2}{\pi}\frac{(-1)^nH_\phi(\pi)}{n+\frac12}.$$
The decay is algebraic. It does not by itself fix the rate of the collocation result: cutting the exact series after $N$ terms would leave an error of order $1/N$ in $F$, whereas the discrete $c_n$ differ from the exact ones and their sum is closer. For an exponential there is no such boundary term, and 12 nodes suffice against the kernel $1/(t-s)$. The free-surface terms of $K_{\rm half}$ are a second source of quadrature error, because they vary sharply when $y$ and $\eta$ are both near zero. The two sources act on different quantities. For equal materials, integrating the free-surface terms exactly in the same basis leaves the error in $F$ almost unchanged, but cuts the error in the mouth opening by more than a factor of ten for $N$ from 10 to 160. The growth of $\phi$ thus limits $F$, while the quadrature of the kernel is the main limit on the mouth opening.

For equal materials $F$ changes by $6.8\times10^{-4}$, $1.8\times10^{-4}$ and $4.4\times10^{-5}$ as $N$ doubles from 20 to 160. Each change is about a quarter of the last, so the observed error falls as $N^{-2}$. The mouth opening converges more slowly: its changes fall by a factor of about 3.1 to 3.3 per doubling.

For the layered example below, the errors relative to $N=160$ are:

| $N$ | $F$ | mouth opening |
|---:|---:|---:|
| 5 | 3.4 % | 3.0 % |
| 10 | 0.26 % | 1.1 % |
| 20 | 0.07 % | 0.37 % |
| 40 | 0.02 % | 0.11 % |

For $K_I$ alone, 20 nodes are ample here. For the mouth opening, 40 nodes bring the error down to about 0.1 %. Converging $F$ does not certify the opening, so the quantity that will be reported should be the one monitored.

A tip near the interface sets a second requirement. The correction $K_c$ varies over distances comparable with $d=h-a$. At distance $d$ from the tip, small compared with $a$, $\sin\theta\simeq2\sqrt{d/a}$, and the node spacing is
$$\frac a2\sin\theta\,\frac{2\pi}{2N+1}\simeq\frac{\pi\sqrt{ad}}N .$$
Making this smaller than $d$ requires $N>\pi\sqrt{a/(h-a)}$. At $a/h=0.8$ this is only about 6, a minimum for resolution and not an accuracy guarantee. It diverges as $a\to h$. At $a=h$ with unequal materials the inverse-square-root weight is itself wrong in general, and more nodes do not repair that.

## A worked film

The model film has $E=200$ GPa, $\nu=0.25$, $h=200$ nm, and carries 1 GPa. The substrate has $E=80$ GPa, $\nu=0.20$, and the crack is 120 nm deep. Then $E_1'=213.3$ GPa, $E_2'=83.3$ GPa, $R=2.56$ and $q=\frac13+2.56(1-0.25)=2.253$.

The solution gives $F=1.290$, so
$$K_I=1.290\,(10^9\,\mathrm{Pa})\sqrt{\pi(1.2\times10^{-7}\,\mathrm m)}=0.792\ \mathrm{MPa\,m^{1/2}} .$$
Equal materials would give 0.689 in the same unit. The mouth opens by
$$\delta(0)=6.979\times\frac{1}{213.3}\times120\ \mathrm{nm}=3.93\ \mathrm{nm}.$$
The factor 6.979 is the value at $N=160$; it tends to 6.978 as $N$ grows, which leaves 3.93 nm unchanged. The square-root tip law, extended to the mouth, would give 4.10 nm, about 4.5 % too much. At $y/a=0.99$ the two agree to about 0.1 %. A measured mouth opening should therefore be converted to $K_I$ with the full profile.

At the tip $G=2.94$ J/m², while a long channel of this depth releases $G_{\rm ch}=1.31$ J/m². If $F$ were independent of depth, $G$ would be proportional to $a$ and its average would be half the tip value, 1.47 J/m². The channel value is lower because $F$ rises with depth on this compliant substrate. Which release rate matters depends on whether the crack deepens or runs along the film.

The result was tested by routes that do not use $\phi(1)$. The stress ahead of the tip and the growth of the opening area both return $F=1.290$. A separate finite-element solution agrees with the opening profile to 0.21 % of the mouth opening, and with the area to 0.02 %. These tests address the solution of the elastic model, not plasticity, interface sliding or atomic-scale fracture.

The substrate's influence grows with depth. Both unequal substrates below have $\nu=0.20$, and the values depend on this choice: at $a/h=0.8$ the 500 GPa entry runs from 0.960 to 0.921 as $\nu$ goes from 0.10 to 0.35.

| $a/h$ | $F$, 80 GPa | $F$, equal | $F$, 500 GPa |
|---:|---:|---:|---:|
| 0.2 | 1.153 | 1.122 | 1.099 |
| 0.4 | 1.214 | 1.122 | 1.060 |
| 0.6 | 1.290 | 1.122 | 1.013 |
| 0.8 | 1.399 | 1.122 | 0.948 |

The equal-material column is constant because $a$ is then the only length in the crack problem. For a shallow crack, $aK_c\to0$ as $a/h\to0$, and the other columns tend to the same value. At $a/h=0.8$ the compliant substrate raises $F$ by 25 % and the stiff one lowers it by 15 %, relative to equal materials. These shifts far exceed the quadrature error at 20 nodes in the table above, so treating film and substrate as equal would cost far more accuracy here than stopping at 20 nodes.

If the misfit stress varies with depth, the right-hand side $-1$ becomes $-\sigma(y_k)/\sigma$, with $\sigma$ a reference value. The formulas for $K_I$ and $\delta$ stand, but the released energy is then $\frac12\int\sigma(y)\delta\,dy$. Any solution with $\delta<0$ must be rejected: the faces would overlap, and a contact condition is needed there. The numerical output follows.

## Computed results

```
film: E = 200 GPa, nu = 0.25, E1' = 213.333 GPa
substrate: E = 80 GPa, nu = 0.20, E2' = 83.333 GPa
h = 200 nm, a = 120 nm, sigma = 1.0 GPa
modulus ratio R = 2.56000, q = 2.25333 (no unit)
singular rule, 12 nodes, largest error = 1.3e-14 (no unit)
reciprocal kernel slopes (1/h^2): 0.809350, 0.809351
one node, equal materials: phi = 0.88889, F = 1.25708
N, F equal, F layered, mouth*E1'/(sigma a) equal, layered (no unit)
     1 1.257079 1.542404 5.58505 6.85272
     2 1.065909 1.233467 6.05796 7.41350
     5 1.153096 1.333423 5.96142 7.18787
    10 1.118042 1.286341 5.87398 7.05751
    20 1.120604 1.288866 5.83669 7.00477
    40 1.121287 1.289538 5.82337 6.98643
    80 1.121463 1.289711 5.81906 6.98059
   160 1.121507 1.289755 5.81774 6.97882
layered F: tip value 1.28975, stress ahead 1.28980, area growth 1.28983
finite elements against dislocations, unit sigma h/E1' and sigma h^2/E1'
  equal: mouth 3.4905 / 3.4906, area 1.4224 / 1.4226, worst profile gap 0.216 % of mouth
  layered: mouth 4.1882 / 4.1873, area 1.6798 / 1.6795, worst profile gap 0.206 % of mouth
y/a, opening (nm), square-root tip law (nm)
  0.00 3.9256 4.1040
  0.25 3.3713 3.5541
  0.50 2.7799 2.9019
  0.75 2.0047 2.0520
  0.90 1.2856 1.2978
  0.99 0.4100 0.4104
K = 0.7919 MPa m^0.5
K for equal materials = 0.6886 MPa m^0.5
G at the tip, plane strain = 2.9396 J/m^2
G of a long channel of depth a = 1.3121 J/m^2
channel G / (sigma^2 h/E1'): area 1.39960, depth average 1.39953
opening area = 314.910 nm^2
a/h, F for substrate E = 80 GPa, equal materials, 500 GPa
  0.2 1.15302 1.12151 1.09946
  0.4 1.21384 1.12151 1.05972
  0.6 1.28975 1.12151 1.01302
  0.8 1.39922 1.12151 0.94826
```
